# Fixed-Density Lattice BdG: Mixing, the Phase Mode and Saddle Points

## Result

Consider a lattice with on-site attraction $-U n_\uparrow n_\downarrow$, $U>0$. Collect the Hartree shifts and pair potentials of all sites in a real vector $x$, and let $G(x)$ be the vector recomputed from the BdG state that $x$ produces, with the chemical potential readjusted to the required density. The residual $R=G-x$ is a gradient,

$$R(x)=-\frac U2\nabla F(x),\qquad F(x+\alpha R)\le F(x)-\frac{\alpha(2-\alpha)}{U}|R|^2 \qquad(1)$$

with $F$ a free energy given below. Linear mixing $x\to x+\alpha R$ thus lowers $F$ for every $0<\alpha<2$ while $R\neq0$. The Jacobian $J=\partial G/\partial x$ is symmetric with eigenvalues $\lambda\ge0$. At a solution with pairing, at least one eigenvalue equals 1; it belongs to the global phase. A further continuous symmetry adds more: a half-filled ring of even length without site potential, where pairing and staggered density order are degenerate, has two. Each other $\lambda>1$ is a direction in which $F$ decreases, and the number of them is the saddle index. A small residual alone does not distinguish a minimum from a saddle.

## The map and its free energy

Hopping and site energies $\epsilon_i$ form a real symmetric matrix $h^0$, with the $\epsilon_i$ on its diagonal. The state is spin-unpolarized, $T>0$, $k_B=1$, and the mean particle number is $N$, with $0<N<2L$ on $L$ sites. Energies are in units of the hopping $t$. Define

$$A_i=\langle c_{i\downarrow}c_{i\uparrow}\rangle,\quad \Delta_i=-UA_i,\quad V_i=-\frac{U n_i}{2},\quad x_i=(V_i,\mathrm{Re}\,\Delta_i,\mathrm{Im}\,\Delta_i).$$

These relations for $\Delta$ and $V$ hold at self-consistency; during the iteration $x$ is free. It defines the trial Hamiltonian

$$K_x=\sum_{ij\sigma}h^0_{ij}c^\dagger_{i\sigma}c_{j\sigma}-\mu\hat N+\sum_i\left[V_i\hat n_i+\Delta_i c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}+\Delta_i^*c_{i\downarrow}c_{i\uparrow}\right].$$

The expectation value of the last sum is $x\cdot m$, where $m_i=(n_i,2\,\mathrm{Re}A_i,2\,\mathrm{Im}A_i)$, because $\Delta A^*+\Delta^*A=2\,\mathrm{Re}\Delta\,\mathrm{Re}A+2\,\mathrm{Im}\Delta\,\mathrm{Im}A$. The self-consistency map is therefore

$$G(x)=-\frac U2\,m(x).\qquad(2)$$

With $\Psi_i=(c_{i\uparrow},c^\dagger_{i\downarrow})^T$ and $h=h^0-\mu+V$, reordering the down-spin operators gives

$$K_x=\Psi^\dagger H\Psi+\sum_i(\epsilon_i-\mu+V_i),\qquad H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h\end{pmatrix}.$$

If $H$ has eigenvalues $E_k$, eigenvectors $(u_k,v_k)$ and occupations $f_k=1/(e^{E_k/T}+1)$, then

$$n_i=\sum_k f_k|u_{ik}|^2+1-\sum_k f_k|v_{ik}|^2,\qquad A_i=\sum_k f_k u_{ik}v_{ik}^*.$$

The grand potential of $K_x$ is

$$\Phi(x,\mu)=-T\sum_k\ln(1+e^{-E_k/T})+\sum_i(\epsilon_i-\mu+V_i).$$

Its derivatives are expectation values: $\partial\Phi/\partial x=m$ and $\partial\Phi/\partial\mu=-\langle\hat N\rangle$. Choose $\mu(x)$ so that $\langle\hat N\rangle=N$, and set

$$C(x)=\Phi(x,\mu(x))+\mu(x)N,\qquad F(x)=C(x)+\frac{|x|^2}{U}.$$

In $\nabla C$ the terms containing $\nabla\mu$ cancel, since their coefficient is $-N+N$. Hence $\nabla C=m$ and

$$\nabla F=m+\frac{2x}{U}=\frac2U(x-G)=-\frac2U R.$$

To connect $F$ with the original interaction, evaluate the Gibbs variational free energy $F_v$ in the thermal state of $K_x$. Wick's theorem without spin polarization gives $\langle n_{i\uparrow}n_{i\downarrow}\rangle=n_i^2/4+|A_i|^2=|m_i|^2/4$. Removing the trial fields and adding the interaction yields

$$F_v=C-x\cdot m-\frac U4|m|^2=C+\frac{2x\cdot G-|G|^2}{U}=F-\frac{|x-G|^2}{U},\qquad(3)$$

where $m=-2G/U$ was inserted. A two-site calculation in the full Fock space tests this identity, including its signs.

## Why linear mixing descends

The grand potential is the minimum over density matrices $\rho$ of $\mathrm{Tr}\,\rho K_x+T\,\mathrm{Tr}\,\rho\ln\rho$. For each $\rho$ this expression is affine in $(x,\mu)$, and a minimum of affine functions is concave. So $\Phi$ is jointly concave, and the stationary $\mu(x)$ maximizes $\Phi+\mu N$.

Elimination of $\mu$ preserves concavity. Take two points $x_1,x_2$ with potentials $\mu_1,\mu_2$ and a weight $0\le\theta\le1$. At $\theta x_1+(1-\theta)x_2$, the maximum over $\mu$ is at least the value at $\theta\mu_1+(1-\theta)\mu_2$, which by joint concavity is at least $\theta C(x_1)+(1-\theta)C(x_2)$.

A concave function lies below its tangent, so $C(x+\alpha R)\le C(x)+\alpha m\cdot R$. Expanding the quadratic term as well,

$$F(x+\alpha R)\le F(x)+\alpha\left(m+\frac{2x}{U}\right)\cdot R+\frac{\alpha^2}{U}|R|^2 .$$

The bracket is $-2R/U$, which gives (1).

$F$ is also bounded below: $C(x)\ge\Phi(x,0)$, and $\Phi(x,0)$ can fall at most linearly in $|x|$, whereas $|x|^2/U$ grows quadratically. The decreases in (1) therefore have a finite sum, and $R\to0$. This does not exclude a saddle. A start with a symmetry that the map preserves can descend to a saddle within that symmetry sector.

The argument needs attraction in both channels. If the density channel has a different coupling, $J$ is a diagonal matrix of couplings times a response matrix and need not be symmetric. If that channel is repulsive, $J\ge0$ is also no longer assured, and the descent bound is lost.

## The Jacobian at fixed density

Since $m=\nabla C$, the matrix $\partial m/\partial x$ is the Hessian of a concave function. Hence $J=-(U/2)\,\partial m/\partial x$ is symmetric and non-negative.

For computation, let $\chi=\partial m/\partial x$ at fixed $\mu$, and let $u$ be the vector with 1 in every $V_i$ entry and 0 elsewhere. Raising $\mu$ is the same as lowering all $V_i$, so $\partial m/\partial\mu=-w$ with $w=\chi u$. Also $N=u\cdot m$, so $\kappa=\partial N/\partial\mu=-u\cdot w$. Fixed density requires

$$0=w\cdot dx+\kappa\,d\mu\quad\Rightarrow\quad d\mu=-\frac{w\cdot dx}{\kappa},$$

and substitution in $dm=\chi\,dx-w\,d\mu$ gives

$$J=-\frac U2\left(\chi+\frac{ww^T}{\kappa}\right),\qquad Ju=-\frac U2\left(w-w\right)=0.\qquad(4)$$

A uniform Hartree shift is absorbed by $\mu$ and has no effect on the output.

The matrix $\chi$ follows from the first-order change of $f(H)$. For a power $H^p$, the matrix element of the change between eigenvectors $k$ and $l$ is $\langle k|\delta H|l\rangle\sum_{q=0}^{p-1}E_k^qE_l^{p-1-q}=\langle k|\delta H|l\rangle(E_k^p-E_l^p)/(E_k-E_l)$. Approximating $f$ and its derivative by polynomials on an interval containing the spectrum extends this to the Fermi function:

$$\chi_{ab}=\sum_{kl}\frac{f_k-f_l}{E_k-E_l}\langle k|T_a|l\rangle\langle l|T_b|k\rangle,\qquad T_a=\frac{\partial H}{\partial x_a}.$$

For equal energies the quotient is $-f_k(1-f_k)/T$.

Differentiating $\nabla F=(2/U)(x-G)$, and differentiating (3) twice at a solution, where $x-G=0$, gives

$$F''=\frac2U(1-J),\qquad F_v''=\frac2U\left[(1-J)-(1-J)^2\right]=\frac2U J(1-J).\qquad(5)$$

For $\lambda>0$ the two curvatures have the same sign. For $\lambda=0$ the averages $m$ do not change to first order; $F_v$ is flat to second order there and $F$ curves upward. Counting $\lambda>1$ therefore counts the descending directions of both functions.

## The phase mode

Let $Q$ generate the rotation $\Delta\to e^{i\theta}\Delta$, so that $z=Qx=(0,-\mathrm{Im}\Delta,\mathrm{Re}\Delta)$. $F$ is unchanged by the rotation, and $R$ rotates with $x$. Differentiating these two statements at $\theta=0$ gives, at every $x$,

$$R\cdot z=0,\qquad (J-1)z=QR.\qquad(6)$$

At a solution $R=0$ and $Jz=z$. Linear mixing thus has no first-order displacement along the phase orbit, and the singular direction does not spoil its convergence.

Newton's equation $(1-J)\delta=R$ is singular at the solution. Replace it by

$$(1-J+\hat z\hat z^T)\,\delta=R,\qquad \hat z=z/|z|.$$

At a solution this changes the phase eigenvalue of the matrix from 0 to 1 and leaves the others alone. The matrix is then invertible unless $J$ has a second eigenvalue equal to 1, as at half filling on a bipartite lattice without site potential; in that case the bounds (8) below are also void. Multiplying by $\hat z^T$ and using (6) gives $\hat z\cdot\delta=(QR)\cdot\delta/|z|$. The phase component of the step is a product of two small quantities.

The other treatment is a phase slice: after each evaluation, rotate $G$ so that $\sum_i\Delta_{\mathrm{ref},i}^*\Delta_i$ is real and positive. With $z_{\rm ref}$ the phase direction of $\Delta_{\rm ref}$, the linearized map at a solution on the slice becomes

$$J_s=P_sJ,\qquad P_s=1-\frac{z\,z_{\rm ref}^T}{z_{\rm ref}\cdot z},\qquad P_sz=0.$$

Hence $J_sz=P_sz=0$. If $Je=\lambda e$ with $e\perp z$, put $e'=P_se=e-cz$. Then $J_se'=P_s(\lambda e-cz)=\lambda e'$. The phase eigenvalue 1 becomes 0 and the rest of the spectrum is unchanged.

## Three mixing rules

**Linear.** An error along an eigenvector of $J$ is multiplied per step by

$$g(\lambda)=1-\alpha(1-\lambda).\qquad(7)$$

Near a minimum the non-phase eigenvalues lie between 0 and $\lambda_{\max}<1$. The larger of $|1-\alpha|$ and $|1-\alpha(1-\lambda_{\max})|$ is least when $\alpha-1=1-\alpha(1-\lambda_{\max})$, that is

$$\alpha_{\rm best}=\frac{2}{2-\lambda_{\max}},\qquad g_{\rm best}=\frac{\lambda_{\max}}{2-\lambda_{\max}}.$$

This is over-relaxation. At a saddle, $\lambda>1$ gives $g>1$ for every $\alpha>0$, and a displacement in that direction grows.

**Anderson.** Let the columns of $D_x$ and $D_r$ be differences of successive iterates and residuals; up to eight are kept here. In a linear model, moving to $x-D_x\gamma$ changes the residual to $r-D_r\gamma$. Choose $\gamma$ to minimize the norm of the latter, then mix:

$$x_{\rm new}=x-D_x\gamma+\alpha(r-D_r\gamma).$$

**Broyden.** For a step $s$, the linear model gives $y=r_{\rm old}-r_{\rm new}=(1-J)s$. The matrix $B$, which approximates $(1-J)^{-1}$, should obey $By=s$. The update

$$B_{\rm new}=B+\frac{(s-By)\,s^TB}{s^TBy}$$

does so, since applying it to $y$ gives $By+(s-By)=s$. The next step is $Br$, and the initial $B$ is $\alpha$ times the identity.

Both secant rules are run with $\alpha=1$ and steps of norm at most $3t$. They seek $r=0$, and nothing in their conditions refers to the sign of $1-\lambda$. The same holds for Newton's method. They can therefore converge to saddles that repel linear mixing.

## From residual to error, and the saddle test

Near a solution, the error $\delta x$ orthogonal to the phase orbit obeys $R=-(1-J)\delta x$. To leading order,

$$|\delta x|\le\frac{|R|}{\min|1-\lambda|},\qquad |\delta F|\le\frac{|R|^2}{U\min|1-\lambda|},\qquad(8)$$

with the phase mode excluded from the minimum. The second bound follows from $\delta F=\tfrac12\delta x^TF''\delta x=R^T(1-J)^{-1}R/U$. The energy settles well before the fields do, so a stationary energy is a weak stopping criterion.

After convergence, the saddle test has three steps.

1. Form $PJP$ with $P=1-\hat z\hat z^T$, in the full space of $V$ and complex $\Delta$. If $\Delta=0$, there is no phase mode and $P=1$.
2. Count the eigenvalues above $1+\tau$; here $\tau=10^{-5}$. Because the matrix is symmetric, an error $\delta K$ in it shifts each eigenvalue by at most the spectral norm of $\delta K$. Eigenvalues within $\tau$ of 1 remain undecided.
3. If the count is not zero, displace $x$ by a small $\eta$ along a normalized unstable eigenvector and restart linear mixing. By (5), $F$ changes by $\eta^2(1-\lambda)/U<0$ to leading order. By (1) it cannot rise again, so the run cannot return to that saddle.

The test covers the variables in $x$. Instabilities toward magnetization or nonlocal pairing are outside it.

## A ring of 16 sites

Take $U=4t$, $T=0.1t$, $N=10$ and a site potential of amplitude $0.2t$ and period 8. The minimum found has $|\Delta|$ between $1.252t$ and $1.526t$ and site densities between 0.385 and 0.851. This density variation is large for so weak a potential; the calculation does not isolate its cause.

The largest non-phase eigenvalue is $\lambda_{\max}=0.980499$. Equation (7) with $\alpha=1$ predicts this same number as the contraction factor, and the observed factor is 0.980499. The formula above gives $\alpha_{\rm best}=2/(2-0.980499)=1.9617$. Its lower edge $\lambda=0$ is the uniform shift $u$, which a start with the correct mean $V$ does not excite; the next eigenvalue, 0.013, moves the asymptotic optimum for such a start to 1.987 and changes the rate by about 1%. Evaluations of the map needed to reach $|R|<10^{-9}t$ from one asymmetric start were:

| Method | Evaluations |
|---|---|
| linear, $\alpha=0.5$ | 1774 |
| linear, $\alpha=1$ | 884 |
| linear, $\alpha=1.9617$ | 447 |
| Anderson, free / fixed phase | 72 / 63 |
| Broyden, free / fixed phase | 127 / 104 |

The linear counts follow the predicted factors. The step number scales as $1/|\ln g|$, and $\ln0.96174/\ln0.98050=1.98$, compared with $884/447=1.98$. Fixing the phase saved some evaluations from this start but was not needed for convergence. The Broyden counts shift by a few evaluations under small numerical differences. The free runs ended with their phase rotated relative to the start by 0.007 to 0.018 rad in magnitude.

The smallest non-phase $|1-\lambda|$ is 0.0195. By (8), a residual of $10^{-9}t$ permits a field error of about $10^{-9}t/0.0195=5\times10^{-8}t$, fifty times the residual.

**A saddle.** Now require a real $\Delta$ that changes sign under translation by half the ring and is even under reflection about site 0. Translation gives $\Delta_{12}=-\Delta_4$ and reflection gives $\Delta_{12}=\Delta_4$, so both vanish. The converged state lies $0.395t$ above the minimum, for the whole ring. Within its symmetry sector the largest eigenvalue is 0.946, and the state looks stable. In the full space its index is 4, with unstable eigenvalues 1.0077, 1.0079, 1.0503 and 1.0597. Among real variations the largest is 1.0079, so a real calculation misses the two strongest instabilities.

For the strongest mode and $\alpha=0.5$, equation (7) gives growth by $1+0.5\times0.05966=1.0298$ per step, as observed. Equation (5) gives $F''=(2/4)(1-1.05966)=-0.0298/t$, in agreement with finite differences of $F$.

Starting $0.05t$ from this saddle in a random direction, linear mixing with $\alpha=1.5$ reached the minimum after 601 evaluations. Newton (4 evaluations and 3 Jacobians), Broyden (181 evaluations) and Anderson (481), the last two with fixed phase, all converged back to the saddle. The Broyden and Anderson counts near the saddle are sensitive to small numerical differences and should not be read as a ranking of the methods.

**Other stationary states.** Several normal states ($\Delta=0$) keep the period and reflection symmetry of the site potential. The lowest one found, reached from uniform density, has site densities between 0.19 and 1.74, lies $1.52t$ above the minimum and has index 13. Twelve of these directions are pairing modes, which occur in equal pairs because the phase of an infinitesimal $\Delta$ is arbitrary. At $\Delta=0$ pairing and density variations decouple, so the remaining one is a density mode. Along it $F$ falls while $\Delta$ stays zero, so normal states of lower $F$ and lower symmetry also exist.

A start with one full phase winding around the ring kept its winding and converged to a state of index 0, $0.203t$ above the minimum. Index zero, with no non-phase eigenvalue within $\tau$ of 1, certifies a minimum in the variables $x$, but only a local one. To look for lower minima, use varied starts, including different windings, and compare the free energies of the converged states. Such a search does not guarantee that the lowest minimum is found.

## Computed results

```
ring: L=16 sites, N=10, U=4.0 t, T=0.1 t
site-potential amplitude: 0.20 t, period 8 sites
dimer variational F, Fock space: -2.52961078 t
dimer variational F, BdG: -2.52961078 t
minimum: F=-26.50515675 t, mu=-2.380151 t
minimum: |Delta| from 1.25237 to 1.52578 t
minimum: density from 0.38464 to 0.85098 per site
phase-mode error |Jz-z|/|z|: 9.3e-16 (dimensionless)
smallest |1-lambda|, phase mode: 6.7e-16 (dimensionless)
next smallest |1-lambda|: 0.019501 (dimensionless)
largest non-phase lambda at minimum: 0.980499 (dimensionless)
observed contraction factor, a=1: 0.980499 (dimensionless)
best asymptotic linear parameter a: 1.96174 (dimensionless)
map evaluations to residual norm below 1e-9 t:
  linear a=0.5: 1774 evaluations, phase drift -6.77e-03 rad
  linear a=1: 884 evaluations, phase drift -6.85e-03 rad
  linear best a: 447 evaluations, phase drift -7.08e-03 rad
  anderson free phase: 72 evaluations, phase drift -7.23e-03 rad
  anderson fixed phase: 63 evaluations, phase drift -3.28e-17 rad
  broyden free phase: 127 evaluations, phase drift -1.81e-02 rad
  broyden fixed phase: 104 evaluations, phase drift -1.80e-17 rad
two-node saddle: F-Fmin=0.395272 t, index=4
two-node saddle: largest |Delta|=1.27820 t
unstable lambdas: 1.00773 1.00792 1.05033 1.05966 (dimensionless)
largest lambda, protected sector: 0.94592 (dimensionless)
largest lambda, real sector: 1.00792 (dimensionless)
growth per step, a=0.5: observed 1.029829 (dimensionless)
growth per step, a=0.5: predicted 1.029829 (dimensionless)
curvature of F along unstable mode: -0.02983 1/t
curvature of variational F, same mode: -0.03161 1/t
runs from 0.05 t away from the saddle:
  linear a=1.5: 601 evals, F-Fmin=0.000000 t, index=0
  anderson: 481 evals, F-Fmin=0.395272 t, index=4
  broyden: 181 evals, F-Fmin=0.395272 t, index=4
  newton: 4 evals, F-Fmin=0.395272 t, index=4
winding after linear escape: 0.000 turns
normal state: F-Fmin=1.521566 t
normal state: total index=13, pairing index=12
wound start: final winding=1.000 turns
wound start: F-Fmin=0.202728 t, index=0
```
